# Ground states and layer degeneracy of the nearest-neighbour fcc ordering model: a program that tests the result

```python
"""Ground states of the nearest-neighbour fcc ordering model.

Result under test: H = J*sum_nn s s' - h*sum s with J > 0 has minimum energy
per site -2J (L10, |h|<4J), -|h|/2 (L12, 4J<|h|<12J), 6J-|h| (pure, beyond).
At mean spin m the pair energy per site is >= J*max(4|m|-2, 12|m|-6).
In a periodic box with Lx, Ly, Lz planes (all even) the numbers of states are
  L10: 2^Lx + 2^Ly + 2^Lz - 6
  L12: 2^(Lx/2+1) + 2^(Ly/2+1) + 2^(Lz/2+1) - 8   (one sign of h).
Symbols: s = +1 for atom A, -1 for atom B; sites are integer triples with even
sum, in units of half the cubic lattice constant; energies in mHa.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants

FIRST = [(1, 1, 0), (1, -1, 0), (1, 0, 1), (1, 0, -1), (0, 1, 1), (0, 1, -1)]
SECOND = [(2, 0, 0), (0, 2, 0), (0, 0, 2)]


def box(dims):
    """Sites, and a lookup from wrapped coordinates to the site index."""
    sites = [p for p in itertools.product(*map(range, dims)) if sum(p) % 2 == 0]
    lookup = {p: i for i, p in enumerate(sites)}

    def index(p):
        return lookup[tuple(int(c) % d for c, d in zip(p, dims))]
    return np.array(sites), index


def bond_list(sites, index, offsets):
    return np.array([(i, index(p + np.array(o)))
                     for i, p in enumerate(sites) for o in offsets])


def tetrahedra(dims, index):
    """The four even vertices of every unit cube."""
    result = []
    for corner in itertools.product(*map(range, dims)):
        vertices = [tuple(np.add(corner, v))
                    for v in itertools.product((0, 1), repeat=3)]
        result.append([index(v) for v in vertices if sum(v) % 2 == 0])
    return np.array(result)


def pair_sum(spins, bonds):
    return (spins[..., bonds[:, 0]] * spins[..., bonds[:, 1]]).sum(axis=-1)


def count_states(dims, b_per_tetrahedron):
    """Count all configurations with a given number of B in each tetrahedron."""
    sites, index = box(dims)
    tets = tetrahedra(dims, index)
    n = len(sites)
    touching = [np.where((tets == i).any(axis=1))[0] for i in range(n)]
    filled = np.zeros(len(tets), dtype=int)
    unknown = set(range(n))
    partial = np.zeros((1, n), dtype=np.int8)
    while unknown:
        def priority(i):
            f = filled[touching[i]]
            return (int((f == 3).sum()), int((f == 2).sum()),
                    int((f == 1).sum()), -i)
        site = max(unknown, key=priority)
        unknown.remove(site)
        filled[touching[site]] += 1
        with_b = partial.copy()
        with_b[:, site] = 1
        partial = np.concatenate([partial, with_b])
        for t in touching[site]:
            b = partial[:, tets[t]].sum(axis=1)
            keep = ((b <= b_per_tetrahedron)
                    & (filled[t] - b <= 4 - b_per_tetrahedron))
            partial = partial[keep]
    return len(partial)


def formula_l10(dims):
    return sum(2**d for d in dims) - 6


def formula_l12(dims):
    return sum(2**(d // 2 + 1) for d in dims) - 8


rng = np.random.default_rng(7)
to_ev = physical_constants["Hartree energy in eV"][0] / 1000.0

# Model alloy: chosen pair energies
V_AA, V_BB, V_AB = -30.0, -20.0, -27.0
J = (V_AA + V_BB - 2 * V_AB) / 4
K = (V_AA - V_BB) / 4
print(f"Pair energies AA, BB, AB: {V_AA:.1f}, {V_BB:.1f}, {V_AB:.1f} mHa")
print(f"Coupling J = {J:.3f} mHa, asymmetry K = {K:.3f} mHa")

# Geometry: tetrahedra found as groups of four mutual nearest neighbours
dims4 = (4, 4, 4)
sites4, index4 = box(dims4)
delta = np.abs(sites4[:, None] - sites4[None, :])
delta = np.minimum(delta, 4 - delta)
adjacent = (delta**2).sum(axis=2) == 2
cliques = set()
for i in range(len(sites4)):
    for trio in itertools.combinations(np.where(adjacent[i])[0], 3):
        if all(adjacent[a, b] for a, b in itertools.combinations(trio, 2)):
            cliques.add(frozenset((i,) + tuple(int(a) for a in trio)))
tets4 = tetrahedra(dims4, index4)
assert cliques == {frozenset(int(a) for a in t) for t in tets4}
assert len(cliques) == 2 * len(sites4)
per_bond = {sum(i in c and j in c for c in cliques)
            for i, j in np.argwhere(adjacent)}
per_site = {sum(i in c for c in cliques) for i in range(len(sites4))}
assert per_bond == {2} and per_site == {8}
print(f"Box 4x4x4: {len(sites4)} sites, {int(adjacent.sum()) // 2} bonds, "
      f"{len(cliques)} tetrahedra")
print(f"Tetrahedra per bond: {per_bond.pop()}, per site: {per_site.pop()}")

# Energy decomposition on random configurations
dims6 = (6, 6, 6)
sites6, index6 = box(dims6)
bonds6 = bond_list(sites6, index6, FIRST)
tets6 = tetrahedra(dims6, index6)
n6 = len(sites6)
for field in (0.0, 2.7, -9.1):
    s = rng.choice([-1, 1], size=n6)
    M = s[tets6].sum(axis=1)
    direct = J * pair_sum(s, bonds6) - field * s.sum()
    assert abs(direct - (J * (M**2 - 4) / 4 - field * M / 8).sum()) < 1e-9

# Exhaustive enumeration of a 16-site periodic cell from the pair energies
dims_small = (4, 4, 2)
sites_s, index_s = box(dims_small)
bonds_s = bond_list(sites_s, index_s, FIRST)
n_s = len(sites_s)
is_a = (np.arange(2**n_s)[:, None] >> np.arange(n_s)) & 1
table = np.array([[V_BB, V_AB], [V_AB, V_AA]])
energy = np.zeros(2**n_s)
for i, j in bonds_s:
    energy += table[is_a[:, i], is_a[:, j]]
number_a = is_a.sum(axis=1)
formation = (energy - 6 * V_AA * number_a - 6 * V_BB * (n_s - number_a)) / n_s
print(f"Enumerated configurations: {len(energy)} for {n_s} sites")
print("Lowest formation energy per site:")
for k in range(n_s + 1):
    m = 2 * k / n_s - 1
    lowest = formation[number_a == k].min()
    hull = J * (max(4 * abs(m) - 2, 12 * abs(m) - 6) - 6)
    assert abs(lowest - hull) < 1e-9
    if k % 2 == 0:
        print(f"  x_A = {k / n_s:.3f}: {lowest:.3f} mHa = {lowest * to_ev:.4f} eV")


def minimizers(delta_mu):
    """Grand-canonical minimum; mu_B = 0 and mu_A = delta_mu."""
    omega = energy - delta_mu * number_a
    chosen = omega < omega.min() + 1e-9
    return omega.min(), number_a[chosen] / n_s, int(chosen.sum())


edges = {r: 2 * (r * J + 12 * K) for r in (-12, -4, 4, 12)}
print("Phase edges in mu_A - mu_B:")
for ratio, edge in edges.items():
    _, below, _ = minimizers(edge - 0.01)
    _, above, _ = minimizers(edge + 0.01)
    _, _, number = minimizers(edge)
    expected = {-12: (0, .25), -4: (.25, .5), 4: (.5, .75), 12: (.75, 1)}[ratio]
    assert set(below) == {expected[0]} and set(above) == {expected[1]}
    assert number >= 2**(n_s // 4)
    print(f"  h/J = {ratio:3d}: {edge:.1f} mHa, x_A {below[0]:.2f} to "
          f"{above[0]:.2f}, {number} states at edge")

print("Inside the windows (16-site cell):")
cases = [(0, .5, formula_l10(dims_small), "L10"),
         (8, .75, formula_l12(dims_small), "L12"),
         (-8, .25, formula_l12(dims_small), "L12"),
         (15, 1.0, 1, "pure A")]
for ratio, x_a, degeneracy, name in cases:
    h = ratio * J
    dmu = 2 * (h + 12 * K)
    omega, x_found, number = minimizers(dmu)
    V0 = (V_AA + V_BB + 2 * V_AB) / 4
    reduced = omega / n_s - 6 * V0 + dmu / 2
    bound = min(-2 * J, -abs(h) / 2, 6 * J - abs(h))
    assert set(x_found) == {x_a} and number == degeneracy
    assert abs(reduced - bound) < 1e-9
    print(f"  {name}, h/J = {ratio}: x_A = {x_found[0]:.2f}, "
          f"H/N = {reduced:.3f} mHa, {number} states")

# Complete counts in larger boxes by constraint search
print("Complete ground-state counts:")
for dims in [(4, 4, 4), (4, 4, 6), (6, 6, 6)]:
    w10, w12 = count_states(dims, 2), count_states(dims, 1)
    assert w10 == formula_l10(dims) and w12 == formula_l12(dims)
    n = dims[0] * dims[1] * dims[2] // 2
    print(f"  box {dims}, N = {n}: L10 {w10}, L12 {w12}; "
          f"ln(W)/N = {np.log(w10) / n:.4f}, {np.log(w12) / n:.4f}")

# L12 with independently shifted mixed planes
x6, y6, z6 = sites6.T
for shifts in itertools.product((0, 1), repeat=3):
    shift = np.array(shifts)[z6 // 2]
    s = np.where((z6 % 2 == 0) & (x6 % 2 == shift), -1, 1)
    assert pair_sum(s, bonds6) == 0 and 2 * s.sum() == n6

# One free simple cubic sublattice at the two critical fields
sublattice = 2 * (x6 % 2) + y6 % 2
for _ in range(20):
    free = rng.choice([-1, 1], size=n6)
    s = np.where(sublattice == 0, -1, np.where(sublattice == 1, free, 1))
    assert abs(J * pair_sum(s, bonds6) - 4 * J * s.sum() + 2 * J * n6) < 1e-9
    s = np.where(sublattice == 0, free, 1)
    assert abs(J * pair_sum(s, bonds6) - 12 * J * s.sum() + 6 * J * n6) < 1e-9

# All shifts of eight planes, and their splitting by second neighbours
sites8, index8 = box((4, 4, 8))
n8 = len(sites8)
signs = np.array(list(itertools.product((-1, 1), repeat=8)))
stacks = signs[:, sites8[:, 2]] * (-1)**sites8[:, 0]
first = pair_sum(stacks, bond_list(sites8, index8, FIRST)) / n8
second = pair_sum(stacks, bond_list(sites8, index8, SECOND)) / n8
assert np.allclose(first, -2)
correlation = (signs * np.roll(signs, -2, axis=1)).mean(axis=1)
assert np.allclose(second, 2 + correlation)
print(f"Eight-plane shifted family: {len(np.unique(stacks, axis=0))} states, "
      f"first-neighbour energy {J * first.min():.3f} to {J * first.max():.3f} mHa")
for J2, relation in ((-0.1, 1), (0.1, -1)):
    total = J * first + J2 * second
    best = total < total.min() + 1e-9
    assert np.array_equal(best, np.isclose(correlation, relation))
    print(f"  J2 = {J2:+.1f} mHa: {int(best.sum())} states selected, energy "
          f"{total.min():.3f} mHa, highest {total.max():.3f} mHa")
    print(f"    a_z * a_(z+2) in selected states: {correlation[best][0]:+.0f}")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Pair energies AA, BB, AB: -30.0, -20.0, -27.0 mHa
Coupling J = 1.000 mHa, asymmetry K = -2.500 mHa
Box 4x4x4: 32 sites, 192 bonds, 64 tetrahedra
Tetrahedra per bond: 2, per site: 8
Enumerated configurations: 65536 for 16 sites
Lowest formation energy per site:
  x_A = 0.000: 0.000 mHa = 0.0000 eV
  x_A = 0.125: -3.000 mHa = -0.0816 eV
  x_A = 0.250: -6.000 mHa = -0.1633 eV
  x_A = 0.375: -7.000 mHa = -0.1905 eV
  x_A = 0.500: -8.000 mHa = -0.2177 eV
  x_A = 0.625: -7.000 mHa = -0.1905 eV
  x_A = 0.750: -6.000 mHa = -0.1633 eV
  x_A = 0.875: -3.000 mHa = -0.0816 eV
  x_A = 1.000: 0.000 mHa = 0.0000 eV
Phase edges in mu_A - mu_B:
  h/J = -12: -84.0 mHa, x_A 0.00 to 0.25, 133 states at edge
  h/J =  -4: -68.0 mHa, x_A 0.25 to 0.50, 1010 states at edge
  h/J =   4: -52.0 mHa, x_A 0.50 to 0.75, 1010 states at edge
  h/J =  12: -36.0 mHa, x_A 0.75 to 1.00, 133 states at edge
Inside the windows (16-site cell):
  L10, h/J = 0: x_A = 0.50, H/N = -2.000 mHa, 30 states
  L12, h/J = 8: x_A = 0.75, H/N = -4.000 mHa, 12 states
  L12, h/J = -8: x_A = 0.25, H/N = -4.000 mHa, 12 states
  pure A, h/J = 15: x_A = 1.00, H/N = -9.000 mHa, 1 states
Complete ground-state counts:
  box (4, 4, 4), N = 32: L10 42, L12 16; ln(W)/N = 0.1168, 0.0866
  box (4, 4, 6), N = 48: L10 90, L12 24; ln(W)/N = 0.0937, 0.0662
  box (6, 6, 6), N = 108: L10 186, L12 40; ln(W)/N = 0.0484, 0.0342
Eight-plane shifted family: 256 states, first-neighbour energy -2.000 to -2.000 mHa
  J2 = -0.1 mHa: 4 states selected, energy -2.300 mHa, highest -2.100 mHa
    a_z * a_(z+2) in selected states: +1
  J2 = +0.1 mHa: 4 states selected, energy -1.900 mHa, highest -1.700 mHa
    a_z * a_(z+2) in selected states: -1
ALL CHECKS PASSED
```
